# Why Failure Times and Modes Cannot Reveal Dependence Between Two Mechanisms, part 1

(Sections cited here and not found follow in the second part.)

## 1. The independent twin of a dependent pair

### Symmetry and the form of the answer

A device can fail by mechanism 1 or mechanism 2. The failure time $T$ and the mode $J\in\{1,2\}$ are recorded, and the device is then lost. Can such records show whether the two mechanisms are dependent? They cannot if independent mechanisms can always be found that produce the same records. Symmetry suggests what those mechanisms must look like.

Let $f_j(t)\,dt$ be the probability of a failure by mode $j$ between $t$ and $t+dt$, and let $S_T(t)=P(T>t)$. The density $f_j$ has the dimension of inverse time, while $f_j\,dt$ and $S_T$ are dimensionless. Both keep their values if the clock is replaced by any other increasing clock. A survival function $S_j^*$ of the sought independent mechanism $j$ must also be independent of the clock. As an ansatz, let the increment of its negative logarithm be proportional to the failures by mode $j$ in the same interval:

$$-d\ln S_j^*=g(S_T)\,f_j\,dt. \tag{1}$$

A second symmetry fixes $g$. Start the observation at a later time $s$ and keep the survivors. Their densities and survival function are the old ones divided by $\lambda=S_T(s)$. For an independent pair, the survival function of mechanism $j$ becomes $S_j^*(t)/S_j^*(s)$. The divisor is constant in $t$, so the left side of (1) is unchanged. The right side must therefore obey

$$g(S_T/\lambda)\,\frac{1}{\lambda}=g(S_T). \tag{2}$$

Setting $\lambda=S_T$ gives $g(S_T)=C/S_T$ with $C=g(1)$. Exchange of the mode labels requires the same $C$ for both modes. Finally, an independent pair survives with probability $S_1^*S_2^*$, which must equal $S_T$. Since $f_1+f_2=-dS_T/dt$, the sum of (1) over the modes is $-C\,d\ln S_T$, and it must be $-d\ln S_T$. Hence $C=1$. The candidate is

$$S_j^*(t)=\exp\left[-\int_0^t\frac{f_j(u)}{S_T(u)}\,du\right]. \tag{3}$$

This argument used an ansatz and is not yet a proof. The proof below does not need the ansatz.

### Assumptions and observables

Assign to each device two latent times, $T_1$ and $T_2$. The time $T_j$ is when mechanism $j$ would cause failure if the other had not done so first. Their joint law is described by

$$S(t_1,t_2)=P(T_1>t_1,\;T_2>t_2),\qquad T=\min(T_1,T_2). \tag{4}$$

The mode $J$ is the index of the smaller time. The assumptions are that $T$ is finite and positive with probability one, that $P(T_1=T_2)=0$, and that the cumulative mode-resolved fractions have densities:

$$F_j(t)=P(T\le t,\;J=j)=\int_0^t f_j(u)\,du. \tag{5}$$

No parametric form is imposed on the latent times. Different devices are independent copies of one another. The dependence in question is between two mechanisms in one device.

Every failure has one of two modes, so

$$S_T(t)=1-F_1(t)-F_2(t),\qquad -\frac{dS_T}{dt}=f_1+f_2. \tag{6}$$

The functions $f_1$ and $f_2$ contain the whole law of one record $(T,J)$.

They can be obtained from the joint survival function when the latent times have a locally bounded joint density. Subtracting two values of $S$ gives

$$S(t,t)-S(t+dt,t)=P(t<T_1\le t+dt,\;T_2>t). \tag{7}$$

A first failure by mode 1 in this interval requires $T_2>T_1$ instead of $T_2>t$. The two events differ only when both latent times fall in the interval, which has probability of order $dt^2$. Division by $dt$ and the limit $dt\to0$ give

$$f_1(t)=-\left.\frac{\partial S}{\partial t_1}\right|_{t_1=t_2=t},\qquad
f_2(t)=-\left.\frac{\partial S}{\partial t_2}\right|_{t_1=t_2=t}. \tag{8}$$

The minus signs arise because a survival function decreases. The observables involve $S$ only on the diagonal and its slopes there. This is where information about the joint law is lost.

### Construction and proof

Define the mode-specific hazard and its integral by

$$h_j(t)=\frac{f_j(t)}{S_T(t)},\qquad H_j(t)=\int_0^t h_j(u)\,du. \tag{9}$$

The product $h_j\,dt$ is the probability that a device which has survived both mechanisms to $t$ fails next by mode $j$ within $dt$. The integral is finite wherever $S_T(t)>0$, because $S_T(u)\ge S_T(t)$ for $u\le t$ and $f_j$ is integrable. Adding the two hazards and using (6),

$$h_1+h_2=-\frac{1}{S_T}\frac{dS_T}{dt}=-\frac{d\ln S_T}{dt}. \tag{10}$$

Integration from zero, where $S_T=1$, gives

$$H_1(t)+H_2(t)=-\ln S_T(t). \tag{11}$$

Now let $T_1^*$ and $T_2^*$ be independent, with survival functions $S_j^*=e^{-H_j}$. Call this pair the independent twin. Its minimum has the right law, since independence and (11) give

$$P(T^*>t)=S_1^*(t)S_2^*(t)=e^{-H_1(t)-H_2(t)}=S_T(t). \tag{12}$$

The modes must agree as well. The density of $T_1^*$ is

$$-\frac{dS_1^*}{dt}=-\frac{d}{dt}e^{-H_1}=h_1S_1^*. \tag{13}$$

For a first failure by mode 1 at $t$, the second time must still lie ahead. By independence this supplies a factor $S_2^*(t)$. Therefore

$$f_1^*(t)=h_1(t)S_1^*(t)S_2^*(t)=h_1(t)S_T(t)=f_1(t). \tag{14}$$

The last step is definition (9). Exchanging the labels gives $f_2^*=f_2$. Both sub-densities agree, so $(T^*,J^*)$ and $(T,J)$ have the same law. This proves that every dependent model within the stated assumptions has an independent twin.

### Uniqueness and an infinite latent time

The twin is the only independent pair that fits, in the following sense. Suppose independent times with survival functions $G_1,G_2$ reproduce the records. Then $G_1G_2=S_T$. Where $S_T>0$, neither $G_j$ can jump: both are nonincreasing, so a jump in one could not be compensated by the other, and the continuous product would jump. At $t=0$ both factors are at most one and their product is one, so $G_1(0)=G_2(0)=1$.

Mode-1 failures of this pair obey $dF_1=-G_2\,dG_1$. Since $G_2\ge S_T>0$, the density of $F_1$ implies a density for $G_1$, and

$$-\frac{1}{G_1}\frac{dG_1}{dt}=\frac{f_1}{G_1G_2}=\frac{f_1}{S_T}=h_1. \tag{15}$$

Integration gives $G_1=e^{-H_1}=S_1^*$, and likewise for mode 2. Independence thus turns the records into unique marginals on the range $S_T>0$. Without independence they do not do so.

As $S_T\to0$, equation (11) makes $H_1+H_2$ diverge. One of the two terms may stay finite. In an arbitrary unit of time, take $h_1=e^{-t}$ and $h_2=1$. Then

$$H_1(t)=\int_0^t e^{-u}\,du=1-e^{-t},\qquad
P(T_1^*=\infty)=e^{-1}=0.3679. \tag{16}$$

Every device still fails, because $T_2^*$ is finite. In about 37 % of the twin's devices, mechanism 1 would never act. The same records also fit a model with finite latent times: after a mode-2 failure at $T$, set $T_1=2T$, and after a mode-1 failure set $T_2=2T$. An infinite twin time is therefore no evidence of immunity. If $S_T$ reaches zero at a finite time, probability left over for one mechanism may be placed anywhere later without changing the records.

### Consequence for statistical tests

Let a test use $n$ independent records and reject independence with probability $\varphi(x_1,\ldots,x_n)$, where $0\le\varphi\le1$. This includes tests with a random decision. Since one record has the same law in both models, so have $n$ independent records, and

$$E_{\rm dependent}[\varphi]=E_{\rm twin}[\varphi]\le\alpha. \tag{17}$$

Here $\alpha$ is the size of the test, the largest rejection probability over all independent models allowed. The twin is one of them. The power against any dependent model is therefore at most $\alpha$, however large $n$ is. More devices determine $f_1$ and $f_2$ more precisely, but do not separate models that share them.

Ending some tests early does not help if the ending time $C$ is independent of the latent pair. Use the same law of $C$, again independent, for the twin. The censored record is a function of $T$, $J$ and $C$, whose joint laws agree.

These limits apply to records that contain only times and modes. A known marginal law, a restriction to certain parametric families, or a separate experiment on one mechanism adds information and may exclude the twin.

### Recorded ties

The assumption $P(T_1=T_2)=0$ is also needed if simultaneous failures are recorded as such. Let a shock with rate $r_{12}$ cause both failures, while separate events with rates $r_1$ and $r_2$ cause one each. All waiting times are independent and exponential. A tie occurs if the common shock comes first:

$$P(T_1=T_2)=\int_0^\infty r_{12}e^{-(r_1+r_2+r_{12})t}\,dt
=\frac{r_{12}}{r_1+r_2+r_{12}}. \tag{18}$$

For rates $1.0$, $1.0$ and $0.5$ in a common unit, this is $0.5/2.5=0.200$. A simulation of 200 000 devices gave 0.2004.

Independent times can tie with positive probability only if both have a concentrated probability at the same instant. Their minimum would then have one there too, contrary to its continuous law. A recorded tie fraction thus reveals dependence here. If each tie is instead assigned to one mode, the record is again $(T,J)$ with two modes, and construction (9)–(14) applies.

### A dependent pair in closed form

Consider

$$S(t_1,t_2)=e^{-at_1-bt_2-ct_1t_2},\qquad a,b>0,\quad 0\le c\le ab. \tag{19}$$

Differentiating first by $t_1$ gives $-(a+ct_2)S$. Differentiating this by $t_2$ gives the joint density

$$\frac{\partial^2S}{\partial t_1\partial t_2}
=\left[(a+ct_2)(b+ct_1)-c\right]S. \tag{20}$$

The bracket is smallest at the origin, where it is $ab-c$, so the stated range of $c$ ensures a nonnegative density. Setting $t_2=0$ in (19) gives the true marginal $S_1=e^{-at}$, with constant hazard $a$. By (8), however,

$$f_1=(a+ct)S_T,\quad h_1=a+ct,\quad
S_1^*=e^{-at-ct^2/2}. \tag{21}$$

The twin sees a rising hazard where the true one is constant. Similarly $S_2^*=e^{-bt-ct^2/2}$. The product is $e^{-(a+b)t-ct^2}=S(t,t)$, as required. For $a=b=1$ and $c=0.5$, the true probability that mechanism 1 acts after $t=1$ is $e^{-1}=0.3679$. The twin gives $e^{-1.25}=0.2865$. At $c=0$ the latent times are independent and the difference vanishes.

## 2. What remains unknown, and an oxide example

### Symbols and results carried over

The latent times $T_1,T_2$ have minimum $T$ and mode $J$. The observables are $S_T(t)=P(T>t)$ and the cumulative fractions $F_j(t)$, with densities $f_j$. From these follow $h_j=f_j/S_T$ and $H_j=\int_0^t h_j\,du$. The independent twin has survival functions $S_j^*=e^{-H_j}$ and reproduces the law of $(T,J)$. The true marginal $S_j(t)=P(T_j>t)$ may differ from $S_j^*$.

This difference matters when one mechanism is to be removed. If the removal leaves the law of $T_1$ unchanged, the lifetime after removal of mechanism 2 is governed by $S_1$. An analysis that assumes independence uses $S_1^*$ instead.

### Bounds without an independence assumption

A device with $T_1>t$ has either survived both mechanisms or failed earlier by mode 2. Thus

$$S_1(t)=S_T(t)+P(T\le t,\;T_1>t). \tag{22}$$

The last event is contained in $\{T\le t,\;J=2\}$, so its probability lies between zero and $F_2(t)$. Since $S_T+F_2=1-F_1$ by (6),

$$S_T(t)\le S_1(t)\le 1-F_1(t). \tag{23}$$

No narrower bounds at a given time follow from the records. To see this, keep $T$ and $J$ and choose the unseen later time. After a mode-1 failure put $T_2=2T$. After a mode-2 failure put $T_1=MT$ with $M>1$. The records are unchanged, and

$$S_1(t)=S_T(t)+F_2(t)-F_2(t/M). \tag{24}$$

For $M\to1$, continuity of $F_2$ gives the lower bound in (23). For $M\to\infty$, $F_2(t/M)\to0$ and the upper bound follows. Physically, a device lost through mode 2 may have been about to fail by mode 1, or may have had a very long life left in that respect.

Records of times and modes always fit an independent twin, and without assuming independence they confine the true marginal $S_1$ only to the bounds (23). It remains to find the direction of the error when both mechanisms share a random acceleration, to see its size in a gate oxide, and to identify measurements that add information.
